# The Thomas-Fermi Screening Length of a Neutral Atom, part 1

(Sections cited here and not found follow in the second part.)

## First half: from electron counting to a length

Q: An atom has shells, and its electrons differ widely in binding energy. Why should one length describe how they screen the nucleus?

A: In a real atom, one length gives an approximate description. In the Thomas-Fermi model it can be derived, and the derivation shows what has been given up. The model replaces the orbitals by a density \(n(\mathbf r)\) and treats each small region as part of a uniform electron gas at zero temperature. The nucleus is a fixed point of charge \(Z\). Relativity, exchange, correlation and energy terms containing density gradients are omitted. I use Hartree atomic units, in which the electron mass, the elementary charge, \(\hbar\) and \(4\pi\varepsilon_0\) equal one. Lengths are then in bohr, \(a_0\), and energies in hartree.

Q: Electrons attracted by a nucleus would fall into it if they obeyed classical electrostatics. What holds your density up?

A: The kinetic energy required by the Pauli principle. Take a periodic cube of side \(L\) and volume \(\Omega=L^3\). The allowed plane waves have wave vectors \(\mathbf k=2\pi\mathbf m/L\), where \(\mathbf m\) has integer components, so each occupies a volume \((2\pi)^3/\Omega\) in wave-vector space. Let each plane wave hold \(g\) electrons, one per spin state. At zero temperature the states fill a sphere of radius \(k_F\), and for a large box the sum becomes an integral:
\[
N=\frac{g\Omega}{(2\pi)^3}\int_0^{k_F}4\pi k^2\,dk
=\frac{g\Omega k_F^3}{6\pi^2},
\qquad n=\frac{N}{\Omega}=\frac{g k_F^3}{6\pi^2}.
\]
A state has kinetic energy \(k^2/2\). The kinetic energy per volume is therefore
\[
t=\frac{g}{(2\pi)^3}\int_0^{k_F}4\pi k^2\,\frac{k^2}{2}\,dk
=\frac{g k_F^5}{20\pi^2}.
\]
Dividing the two results gives \(t/n=6k_F^2/20=3k_F^2/10\). Solving the first for \(k_F\) gives \(k_F=(6\pi^2n/g)^{1/3}\), and hence
\[
t=C n^{5/3},\qquad
C=\frac{3}{10}\left(\frac{6\pi^2}{g}\right)^{2/3}.
\]
For the two spin states of an unpolarised gas, \(C=\frac{3}{10}(3\pi^2)^{2/3}=2.87123\).

Q: You replaced a sum by an integral. Does the coefficient survive an honest count?

A: It does. Summing over all integer vectors \(\mathbf m\) of length up to 40, with two electrons in each state, and dividing the total kinetic energy in a unit box by \(N^{5/3}\), gives 2.87123 as well. This tests the coefficient of the uniform gas. It does not test whether an atom resembles a uniform gas locally.

Q: That second point is my real worry. The density near a nucleus is far from uniform.

A: The local treatment needs the electron wavelength to change little over a distance of its own size. With \(1/k_F\) as the reduced wavelength, the condition is
\[
\left|\frac{d}{dr}\frac{1}{k_F}\right|\ll1 .
\]
Near the nucleus the potential energy of an electron is about \(-Z/r\). If electrons there fill states up to total energy near zero, then \(k_F^2/2\approx Z/r\), or \(1/k_F\approx\sqrt{r/(2Z)}\). Its derivative is \(1/(2\sqrt{2Zr})\), which is small when \(r\gg1/(8Z)\). The model thus fails in a small region around the nucleus, which shrinks as \(Z\) grows. It also fails in the outer atom, where the electrons are few and their wavelengths long. Between these regions the condition is met only moderately in a real atom's range of \(Z\): for zinc, the derivative evaluated with the model's own potential is about 0.3 at its smallest. Smoothness is a necessary condition; it does not by itself guarantee accuracy.

Q: Grant the local kinetic energy. What decides the density?

A: The total energy is minimised at fixed electron number. The functional is
\[
E[n]=C\int n^{5/3}\,d^3r-Z\int\frac{n}{r}\,d^3r
+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]
The terms are kinetic energy, attraction to the nucleus and electron repulsion. The factor one half prevents each pair from being counted twice. To hold \(\int n\,d^3r=N\), subtract \(\mu(\int n\,d^3r-N)\), with a constant multiplier \(\mu\).

Now change \(n\) by a small \(\delta n\). The first term contributes \(\frac53Cn^{2/3}\delta n\) to the integrand. In the repulsion, either of the two densities may be varied; the two contributions are equal and cancel the one half. Where \(n>0\), \(\delta n\) may have either sign, so its coefficient must vanish:
\[
\frac53Cn^{2/3}-\frac Zr+\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'-\mu=0 .
\]
Define the electrostatic potential, including the electrons, as
\[
\Phi(\mathbf r)=\frac Zr-\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]
The condition becomes
\[
\frac53Cn^{2/3}=\Phi+\mu .
\]
Where \(n=0\), the density can only be increased, and the energy must not fall when it is. This requires \(\Phi+\mu\le0\) there.

Q: What does the equation say physically?

A: From the expressions for \(C\) and \(k_F\), its left side is \(\frac12(6\pi^2n/g)^{2/3}=k_F^2/2\). An electron has potential energy \(-\Phi\), so the equation reads \(k_F^2/2-\Phi=\mu\). The most energetic electron has the same total energy wherever there are electrons. Otherwise, moving an electron from a place of higher energy to one of lower energy would reduce the total.

Q: You have found a stationary point. Is it a minimum, and must it be spherical?

A: Yes, in this model. The function \(n^{5/3}\) is strictly convex. The nuclear term is linear. The repulsion is a quadratic form whose value for any change \(\delta n\) is the energy of an electrostatic field, \(\int|\nabla\delta\Phi|^2d^3r/(8\pi)\), which is not negative. The functional is therefore strictly convex, and a stationary density at fixed \(N\) is its one minimum. Rotating that density about the nucleus leaves the energy unchanged, so the rotated density must be the same one. The solution is spherical.

Q: The unknown \(\mu\) looks like a second parameter. It could spoil a universal law.

A: For a neutral atom it is zero. Let \(N(r)\) be the number of electrons within radius \(r\). Gauss's law gives
\[
\Phi'(r)=-\frac{Q(r)}{r^2},\qquad Q(r)=Z-N(r).
\]
Neutrality means \(Q(\infty)=0\). As \(N(r)\) cannot decrease outward, \(Q(r)\ge0\). Integration from infinity, where \(\Phi=0\), gives
\[
0\le\Phi(r)=\int_r^\infty\frac{Q(s)}{s^2}\,ds\le\frac{Q(r)}{r},
\]
because \(Q(s)\le Q(r)\) for \(s\ge r\). Hence \(\Phi\) and also \(r\Phi\) vanish at infinity.

Suppose first that \(\mu>0\). Far away, \(\Phi+\mu\) approaches \(\mu\), and the density approaches a positive constant. The number of electrons would be infinite, which is impossible.

Suppose next that \(\mu<0\). Since \(\Phi\) falls to zero, \(\Phi+\mu\) changes sign at some radius \(R\), and no electrons lie beyond it. The atom is neutral, so \(Q=0\) and \(\Phi=0\) for all \(r\ge R\). But continuity at the edge requires \(\Phi(R)+\mu=0\), which gives \(\mu=0\), against the assumption. What remains is \(\mu=0\).

Q: Could a neutral atom with \(\mu=0\) still end at a finite radius?

A: To answer that, we need the field equation. The electron charge density is \(-n\). Away from the nucleus, Poisson's equation \(\nabla^2\Phi=-4\pi\rho\) becomes \(\nabla^2\Phi=4\pi n\). For a spherical function the Laplacian is \((r\Phi)''/r\). Solving \(\frac53Cn^{2/3}=\Phi\) for the density then gives
\[
n=\left(\frac{3\Phi}{5C}\right)^{3/2},\qquad
\frac1r\frac{d^2(r\Phi)}{dr^2}=4\pi\left(\frac{3\Phi}{5C}\right)^{3/2}.
\]
At a finite edge, both \(\Phi\) and \(\Phi'\) would vanish, since no charge is enclosed. Then \(r\Phi\) and its derivative would vanish too. The right side is a continuously differentiable function of \(\Phi\) at zero, because \(\Phi^{3/2}\) has derivative \(\frac32\Phi^{1/2}\). The solution with those two edge values is therefore unique, and it is zero. That contradicts \(r\Phi\to Z\) at the nucleus. The neutral Thomas-Fermi atom has no edge.

Q: The equation still contains \(Z\) through the condition at the nucleus. Where is the universal atom?

A: Measure the potential against that of the bare nucleus, and distance in a length \(\ell\) not yet chosen:
\[
\Phi(r)=\frac Zr\,\varphi(x),\qquad r=\ell x .
\]
The screening function \(\varphi\) equals one at the nucleus and zero at infinity. Since \(r\Phi=Z\varphi\), and each derivative in \(r\) brings a factor \(1/\ell\),
\[
\frac{d^2(r\Phi)}{dr^2}=\frac{Z}{\ell^2}\varphi''(x).
\]
Multiply the field equation by \(r\) and insert the scaled potential on its right side:
\[
\frac{Z}{\ell^2}\varphi''
=4\pi r\left(\frac{3}{5C}\right)^{3/2}\left(\frac{Z\varphi}{r}\right)^{3/2}
=4\pi\left(\frac{3}{5C}\right)^{3/2}
\frac{Z^{3/2}\varphi^{3/2}}{\ell^{1/2}x^{1/2}} .
\]
Here \(r\cdot r^{-3/2}=r^{-1/2}=\ell^{-1/2}x^{-1/2}\). Multiplication by \(\ell^2/Z\) leaves
\[
\varphi''=\kappa\,\frac{\varphi^{3/2}}{\sqrt x},\qquad
\kappa=4\pi\left(\frac{3}{5C}\right)^{3/2}Z^{1/2}\ell^{3/2}.
\]
Every appearance of \(Z\) is now in \(\kappa\). Choose \(\ell=a\) so that \(\kappa=1\):
\[
a^{3/2}=\frac{1}{4\pi}\left(\frac{5C}{3}\right)^{3/2}Z^{-1/2},
\qquad
a=\frac{5C}{3(4\pi)^{2/3}}\,Z^{-1/3}.
\]
The equation and both boundary conditions are then free of \(Z\):
\[
\varphi''=\frac{\varphi^{3/2}}{\sqrt x},\qquad
\varphi(0)=1,\qquad \varphi(\infty)=0 .
\]

Q: And the number in front of \(Z^{-1/3}\)?

A: For two spin states \(5C/3=\frac12(3\pi^2)^{2/3}\). Combining the powers,
\[
a=\frac12\left(\frac{3\pi^2}{4\pi}\right)^{2/3}Z^{-1/3}
=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3}
=\frac{0.8853}{Z^{1/3}}\ \text{bohr}.
\]

Q: Is it fair to say that the kinetic energy alone fixes 0.8853?

A: No. Three ingredients enter: the kinetic coefficient \(C\), the \(4\pi\) of Poisson's equation, and the convention \(\kappa=1\). Once the Coulomb law and the convention are fixed, \(C\) fixes the factor, and the length is proportional to it. Another convention would give \(\ell=\kappa^{2/3}a\) and another function of the new variable, with the same potential at each distance in bohr.

The spin count shows the role of the kinetic energy. If each plane wave held one electron, \(C\) would rise by a factor \(2^{2/3}\), from 2.87123 to 4.55780. The factor would rise in the same ratio, from 0.88534 to 1.40539. A gas with fewer spin states must fill higher momenta at the same density, and it resists compression more strongly.

Q: Where has the Bohr radius come from?

A: From the ratio of kinetic to Coulomb strength. In ordinary units the kinetic term carries \(\hbar^2/m_e\), and each Coulomb energy carries \(e^2/(4\pi\varepsilon_0)\). In \(\kappa\), \(C\) is then replaced by \(C\hbar^2/m_e\), and the potential energy \(Z/r\) gains the factor \(e^2/(4\pi\varepsilon_0)\). The latter enters the right side of the field equation to the power \(3/2\) from the density and to the first power from Poisson's equation. One power cancels against the left side. What survives in \(a\) is
\[
\frac{\hbar^2}{m_e}\,\frac{4\pi\varepsilon_0}{e^2}=a_0,
\qquad a=0.8853\,\frac{a_0}{Z^{1/3}} .
\]

## Second half: what the length means, and a proton striking zinc

The symbols carried over are these. A neutral atom has nuclear charge \(Z\), electron density \(n\) and potential \(\Phi=Z\varphi(x)/r\), with \(x=r/a\). The kinetic energy density is \(Cn^{5/3}\), and \(a=(5C/3)(4\pi)^{-2/3}Z^{-1/3}\), which is \(0.8853/Z^{1/3}\) bohr for two spin states. The screening function obeys \(\varphi''=\varphi^{3/2}/\sqrt x\), with \(\varphi(0)=1\) and \(\varphi(\infty)=0\). The charge within radius \(r\), nucleus included, is \(Q(r)=-r^2\Phi'(r)\).

Q: You imposed \(\varphi(\infty)=0\). Does the resulting density really contain \(Z\) electrons?

A: Poisson's equation gives the density in scaled form:
\[
n=\frac{(r\Phi)''}{4\pi r}=\frac{Z\varphi''}{4\pi a^3x}
=\frac{Z}{4\pi a^3}\left(\frac{\varphi}{x}\right)^{3/2}.
\]
The fraction of the electrons inside \(x\) is therefore
\[
q(x)=\frac1Z\int_0^{ax}4\pi r^2n\,dr
=\int_0^x\sqrt y\,\varphi^{3/2}\,dy
=\int_0^x y\varphi''\,dy
=x\varphi'-\varphi+1 .
\]
The last step is integration by parts with \(\varphi(0)=1\). At infinity \(\varphi\) vanishes. So does \(x\varphi'\): since \(\varphi''>0\), the function is convex and falls to zero, and therefore \(\frac x2|\varphi'(x)|\le\varphi(x/2)-\varphi(x)\), which tends to zero. Hence \(q=1\). Direct quadrature of \(\sqrt x\,\varphi^{3/2}\) gives 1.000000.

All neutral Thomas-Fermi atoms share one screening function \(\varphi(x)\), with distance measured in \(a=0.8853\,a_0/Z^{1/3}\), and the resulting density contains exactly \(Z\) electrons. It remains to find the starting slope of \(\varphi\), to see what the length means, and to test the model on a proton striking zinc.

All numerical values are calculated from the stated model.
